# Why a perfect atomic chain selects longitudinal vibrations near 2kF

## The result

When the bias across a perfectly transmitting atomic chain reaches a vibrational quantum, \(eV=\hbar\omega_j\), the conductance drops. The drop from mode \(j\) is

\[
\frac{\Delta G_j}{G_0}=-4\pi^2\left|\langle\psi_R(\mu_R)|M_j|\psi_L(\mu_L)\rangle\right|^2,
\qquad G_0=\frac{2e^2}{h}. \tag{1}
\]

Here \(\psi_L\) and \(\psi_R\) are the eigenchannel states arriving from the left and right leads, normalised per unit energy. \(M_j\) is the electron–vibration coupling, and \(\mu_L-\mu_R=\hbar\omega_j\). A mode is visible if it can turn a right-moving electron into a left-moving one. In a straight chain of s orbitals, transverse modes cannot do this to first order in the displacement. Longitudinal modes can, provided that they supply a wavenumber close to \(2k_F\).

Equation (1) holds for one spin-degenerate channel with transmission \(T=1\), at zero temperature, with the vibrations kept in their ground state, and to lowest order in \(M_j\). The condition \(T=1\) is essential: in a partly reflecting contact, this matrix element alone fixes neither the size nor the sign of the step.

## From the golden rule to the step

Occupied \(\psi_L\) states extend up to \(\mu_L\), and occupied \(\psi_R\) states up to \(\mu_R\). With the vibration in its ground state, an electron can emit a quantum but not absorb one, so it goes from \(E\) to \(E-\hbar\omega\), where it needs an empty state.

- An electron in \(\psi_R(E)\) has \(E<\mu_R\). Every state below it is filled, so it cannot emit.
- An electron in \(\psi_L(E)\) has \(E<\mu_L\). The state \(\psi_L(E-\hbar\omega)\) is filled, which blocks forward emission.
- The state \(\psi_R(E-\hbar\omega)\) is empty if \(E-\hbar\omega>\mu_R\).

The open process is therefore \(\psi_L\to\psi_R\), in the window \(\mu_R+\hbar\omega<E<\mu_L\). For energy-normalised states the golden rule, with a factor 2 for spin, gives the event rate

\[
2\,\frac{2\pi}{\hbar}\int_{\mu_R+\hbar\omega}^{\mu_L}\! dE\,
|\langle\psi_R(E-\hbar\omega)|M|\psi_L(E)\rangle|^2
=\frac{2}{h}\int_{\mu_R+\hbar\omega}^{\mu_L}\! dE\,P(E),
\]

\[
P(E)=4\pi^2|\langle\psi_R(E-\hbar\omega)|M|\psi_L(E)\rangle|^2 .
\]

The equality uses \(2\pi/\hbar=4\pi^2/h\). Since electrons arrive at the rate \(dE/h\) per spin, \(P\) is the probability that an arriving electron is scattered backwards with emission of one quantum.

Each event removes one electron from the outgoing stream in the right lead and adds one to the outgoing stream in the left lead. The incoming streams are fixed by the reservoirs. The current through either lead thus falls by one electron per event, not two:

\[
\delta I=-\frac{2e}{h}\int_{\mu_R+\hbar\omega}^{\mu_L}dE\,P(E). \tag{2}
\]

Now set \(\mu_{L,R}=E_F\pm eV/2\). Just above threshold the window has vanishing length, so only its moving limits contribute to the derivative. The upper limit rises at the rate \(e/2\) and the lower one falls at the same rate, which gives \(d\delta I/dV=-(2e^2/h)P(\mu_L)\). Below threshold the derivative is zero. The difference is equation (1).

In a Green's-function calculation the same quantity is a trace. With the spectral functions \(A_{L,R}=2\pi|\psi_{L,R}\rangle\langle\psi_{L,R}|\),

\[
\frac{\Delta G}{G_0}=-\mathrm{Tr}\left[M A_L(\mu_L) M A_R(\mu_R)\right]. \tag{3}
\]

### Why perfect transmission matters

The coupling also acts on electrons that lose no energy. To second order in \(M\), part of this action is a Hermitian correction \(W\) to the Hamiltonian. In a perfect chain the reflection amplitude starts at zero, so \(W\) creates an amplitude \(r\) proportional to \(W\). Then \(T=1-|r|^2\) changes only at order \(W^2\), which is fourth order in \(M\) and beyond the order kept here. Interference is absent for a related reason: with \(r=0\), each outgoing lead wave belongs to one eigenchannel state, so a coherence between \(\psi_L\) and \(\psi_R\) carries no lead current.

Both arguments fail once there is reflection. A numerical test with an arbitrary Hermitian perturbation confirmed that the first-order change of \(T\) vanishes in the perfect chain. With a 1 eV barrier on one site, \(T\) was 0.80 and the first-order change was not zero.

Counting populations alone shows how the sign can turn. A lost \(\psi_L\) electron would have reached the right lead with probability \(T\), while the new \(\psi_R\) electron leaves to the right with probability \(1-T\). The balance is \((1-T)-T=1-2T\), negative at high transmission and positive at low transmission. This is not a general step formula, because the interference and Hermitian terms must be added when \(T<1\).

## Why the modes are longitudinal

Let \(\Pi\) be the reflection through a plane that contains the chain axis and is perpendicular to a transverse displacement. The s-orbital channel is even, \(\Pi\psi=\psi\). The reflection reverses the displacement, and \(M\) is linear in it, so \(\Pi M_\perp\Pi=-M_\perp\). Therefore

\[
\langle\psi_R|M_\perp|\psi_L\rangle
=\langle\psi_R|\Pi M_\perp\Pi|\psi_L\rangle
=-\langle\psi_R|M_\perp|\psi_L\rangle=0 .
\]

The bond lengths show the same thing. If neighbours at distance \(a\) are displaced sideways by amounts differing by \(\Delta y\), their distance becomes \(\sqrt{a^2+\Delta y^2}\approx a+\Delta y^2/2a\), which has no linear term. The argument needs both the mirror plane and a single even channel. A second open channel of odd symmetry would allow a transverse mode to scatter electrons between the two.

## Why the wavenumber is near 2kF

### The matrix element

Take a chain with energy \(E=-2t\cos k\), where \(k\) is measured in inverse lattice spacings. Atoms \(1\) to \(N\) vibrate between fixed neighbours. A longitudinal displacement \(u_n\) changes the hopping between atoms \(n\) and \(n+1\) to \(-t+\alpha(u_{n+1}-u_n)\), so a stretched bond conducts less well when \(\alpha>0\).

For one mode, \(u_n=\ell e_n(b+b^\dagger)\), where \(b\) removes a quantum, \(\sum_n e_n^2=1\), and \(\ell=\sqrt{\hbar/2m\omega}\) is the zero-point length for atomic mass \(m\). With \(e_0=e_{N+1}=0\), the factor multiplying \(b+b^\dagger\) is

\[
M=\alpha\ell\sum_{n=0}^{N}(e_{n+1}-e_n)
\left(|n\rangle\langle n+1|+|n+1\rangle\langle n|\right).
\]

Let \(k\) belong to the initial energy and \(k'\) to the final energy. Since \(\delta(E-E')=\delta(k-k')/|dE/dk|\), the energy-normalised states are

\[
\psi_L(n)=\frac{e^{ikn}}{\sqrt{2\pi v}},\qquad
\psi_R(n)=\frac{e^{-ik'n}}{\sqrt{2\pi v'}},\qquad v=2t\sin k,\quad v'=2t\sin k'.
\]

The two hopping terms on bond \(n\) give \(e^{ik'n}e^{ik(n+1)}+e^{ik'(n+1)}e^{ikn}=(e^{ik}+e^{ik'})e^{iQn}\), with \(Q=k+k'\). Hence

\[
\langle\psi_R|M|\psi_L\rangle=
\frac{\alpha\ell\,(e^{ik}+e^{ik'})}{2\pi\sqrt{vv'}}
\sum_{n=0}^{N}(e_{n+1}-e_n)e^{iQn}.
\]

Shifting the index in the first part of the sum, and using the fixed ends, gives

\[
\sum_{n=0}^{N}(e_{n+1}-e_n)e^{iQn}
=(e^{-iQ}-1)\sum_{n=1}^{N}e_ne^{iQn}.
\]

The squared prefactors are \(|e^{ik}+e^{ik'}|^2=4\cos^2[(k-k')/2]\) and \(|e^{-iQ}-1|^2=4\sin^2(Q/2)\). Because \(2\sin[(k+k')/2]\cos[(k-k')/2]=\sin k+\sin k'\), their product is \(4(\sin k+\sin k')^2\). Dividing by \(vv'=4t^2\sin k\sin k'\),

\[
P=\left(\frac{\alpha\ell}{t}\right)^2
\frac{(\sin k+\sin k')^2}{\sin k\,\sin k'}\,W(Q),
\qquad W(Q)=\left|\sum_{n=1}^{N}e_ne^{iQn}\right|^2. \tag{4}
\]

At threshold the two energies are \(E_F\pm\hbar\omega/2\). Away from the band edges, \(k\) and \(k'\) lie on opposite sides of \(k_F\), and their first-order shifts cancel in \(Q\). Thus \(Q\approx2k_F\), the middle factor is close to 4, and

\[
\frac{\Delta G_j}{G_0}\approx
-4\left(\frac{\alpha\ell_j}{t}\right)^2W_j(2k_F). \tag{5}
\]

The wavenumber selection is contained in \(W_j\), the strength of the \(2k_F\) Fourier component in the displacement pattern.

### How sharp the selection is

For equal nearest-neighbour springs \(K\), the equation of motion is \(m\omega^2e_n=K(2e_n-e_{n+1}-e_{n-1})\). With fixed ends its solutions are

\[
e_n=\sqrt{\frac{2}{N+1}}\sin(q_jn),\quad
q_j=\frac{\pi j}{N+1},\quad
\omega_j=2\sqrt{\frac{K}{m}}\sin\frac{q_j}{2}.
\]

To evaluate \(W_j\), put \(s_n=\sin(q_jn)\), \(z=e^{iQ}\) and \(S=\sum_{n=1}^{N}s_nz^n\). Multiply the identity \(s_{n+1}+s_{n-1}=2\cos q_j\,s_n\) by \(z^n\) and sum over \(n=1,\dots,N\):

\[
(z^{-1}S-s_1)+(zS-s_Nz^{N+1})=2\cos q_j\,S .
\]

Since \(z+z^{-1}=2\cos Q\), \(s_1=\sin q_j\) and \(s_N=-(-1)^j\sin q_j\),

\[
S=\frac{\sin q_j\left[1-(-1)^je^{iQ(N+1)}\right]}{2(\cos Q-\cos q_j)} .
\]

Taking \(|S|^2\) and multiplying by \(2/(N+1)\) gives

\[
W_j(Q)=\frac{\sin^2q_j\,[1-(-1)^j\cos Q(N+1)]}
{(N+1)(\cos Q-\cos q_j)^2}. \tag{6}
\]

The denominator favours \(q_j\) near \(Q\), or near \(2\pi-Q\) when \(Q>\pi\). Away from the ends of the range \(0<Q<\pi\), write \(Q=\pi(j+\delta)/(N+1)\) and expand for \(|Q-q_j|\ll1\):

\[
W_j\approx\frac{N+1}{2}\left[\frac{\sin(\pi\delta/2)}{\pi\delta/2}\right]^2 .
\]

The peak is a few mode spacings wide, and its width in wavenumber shrinks as \(1/(N+1)\). This is a propensity, not a strict conservation law, because the vibrating section is finite. The modes form a complete orthonormal set, so \(\sum_jW_j=\sum_n|e^{iQn}|^2=N\): changing the filling redistributes a fixed total weight. For \(N=31\) and fillings with \(0.15\pi\le k_F\le0.85\pi\), modes within 1.5 spacings of the folded \(2k_F\) held roughly three quarters of it or more.

### Half filling

At half filling the energies \(\pm\hbar\omega/2\) give \(Q=\pi\). Equation (6) then vanishes for every second mode. For the others, including \(j=N\), the square bracket equals 2 and \(W_j=2\tan^2(q_j/2)/(N+1)\). The highest mode has

\[
W_N=\frac{2}{N+1}\cot^2\frac{\pi}{2(N+1)}
\;\longrightarrow\;\frac{8}{\pi^2}(N+1)\quad(N\gg1). \tag{7}
\]

In this mode neighbouring atoms move in opposite directions, so the bonds are alternately stretched and compressed. It holds about 81% of the total weight in a long chain. If \(K\) is held fixed, its frequency tends to a constant, so its step grows linearly with length while perturbation theory remains valid.

## How large the steps are

Consider round model parameters: \(t=1\) eV, \(\alpha=1\) eV/Å, \(m=200\) u, \(K=2\) eV/Å\(^2\) and \(N=7\). Here \(K\) is an effective constant that stands in for the total stiffness and is kept the same for all modes and both fillings. This is a simplification: the response of the conduction electrons lowers the stiffness mainly of the modes near \(2k_F\), which a single nearest-neighbour constant cannot describe. The frequencies below, and their order, are those of the equal-spring model. The steps are as follows.

| Mode | \(\hbar\omega\) (meV) | Step, \(k_F=\pi/2\) (% of \(G_0\)) | Step, \(k_F=\pi/3\) (% of \(G_0\)) |
|---|---:|---:|---:|
| 1 | 2.5 | −0.02 | −0.01 |
| 2 | 4.9 | 0 | −0.05 |
| 3 | 7.2 | −0.06 | −0.04 |
| 4 | 9.1 | 0 | −0.34 |
| 5 | 10.8 | −0.22 | −1.51 |
| 6 | 11.9 | 0 | −0.76 |
| 7 | 12.7 | −2.08 | −0.02 |

At half filling, mode 7 has \(\ell=0.02871\) Å and \(W_7=6.32\). Equation (5) gives

\[
\frac{\Delta G_7}{G_0}=-4(0.02871)^2(6.32)=-0.0208,
\]

or \(-1.61\) μS. Mode 1 has a zero-point length more than twice as large, yet its step is over a hundred times smaller, because its smooth displacement pattern contains little of the wavenumber \(\pi\).

At \(k_F=\pi/3\), the required wavenumber is \(0.667\pi\). The nearest mode is number 5, at \(0.625\pi\). Equation (6) gives

\[
W_5=\frac{(0.854)(0.5)}{8(0.1173)^2}=3.88,
\]

so the step is \(-4(0.03118)^2(3.88)=-0.0151\). The highest mode has almost disappeared. The selection therefore follows \(2k_F\), not the highest frequency.

Equation (4) agreed with the Green's-function trace (3) for every mode at both fillings. A separate second-order nonequilibrium calculation, without the Hermitian self-energy part discussed above, tested the threshold. For mode 7 at half filling it gave no current change at 0.7 of the threshold bias and \(-10.2\) nA at 1.5 times that bias, in agreement with equation (2). The complete values are in the numerical output.

## Where the rule weakens

**Long chains or strong coupling.** At half filling the dominant step grows from 2.1% of \(G_0\) at \(N=7\) to 8.4% at \(N=31\). A lowest-order probability cannot grow indefinitely. For \(N=7\), a one-electron scattering calculation that retained up to two quanta and did not expand in \(M\) gave a backward-emission probability of 2.00%, against 2.08% from the golden rule. The lowest-order value is thus about 4% too high, relative to that calculation. The error grows with the step: at \(N=31\) the same kind of calculation gives about 7.2% against 8.4%. For \(N=7\) with \(M\) reduced tenfold, the relative difference fell to about 0.04%, as expected for a correction of order \(M^2\).

**Softening and dimerisation.** The coupling that gives a large step at half filling also softens the same mode, because the electrons lower their energy when the bonds alternate. This softening grows with the length of the vibrating section, whereas the length trend above holds \(K\) fixed. If \(K=2\) eV/Å\(^2\) were the stiffness without the conduction electrons, the uniform half-filled chain with \(N=7\) would be unstable towards alternating bonds, and \(T=1\) would no longer be assured. The softening is also very uneven. For \(N=7\) at half filling, the electronic reduction equals about 0.08 of the \(K=2\) eV/Å\(^2\) stiffness for mode 1 and about 1.3 for mode 7. The alternating mode is therefore the highest one only in the equal-spring model. With bare springs of 4.6 eV/Å\(^2\) and the electronic response included, the dominant step, about \(-1.9\)% of \(G_0\), lies at 12.4 meV and belongs to the fourth of seven modes. For a real chain, use force constants that include the electronic response, check that the uniform geometry is stable, and identify the active mode by its displacement pattern rather than by its place in the frequency order.

**Bent chains.** In a zigzag chain, sideways motion within the plane of the zigzag changes bond lengths to first order. Motion perpendicular to that plane still does not. Let alternate atoms be offset by a total height \(h_z\), with bond length \(d_0\). The length change of bond \(n\) is then proportional to \((-1)^n(h_z/d_0)(y_{n+1}-y_n)\), where \(y_n\) is the transverse displacement. The alternating sign adds \(\pi\) to the wavenumber in the Fourier sum, so the preferred transverse wavenumber is \(2k_F+\pi\), folded into the zone. The factor \(4\sin^2(Q/2)\), which came from the difference of neighbouring displacements, becomes \(4\cos^2(Q/2)\), which vanishes at half filling.

For \(h_z=1\) Å, a spacing of 2.5 Å along the axis and \(k_F=\pi/3\), the largest transverse probability was 0.10%, against 1.51% for the dominant longitudinal mode of the straight chain. This comparison gives the transverse modes the same frequencies as the longitudinal ones. It illustrates the loss of the symmetry rule and does not predict a transverse spectrum.

## What to do in practice

1. **Establish the transmission first.** Use equation (1) when one channel carries the current with \(T\) close to 1. If reflection is appreciable, calculate the full second-order current, including interference and the Hermitian self-energy.

2. **Project the modes on \(2k_F\).** Given calculated displacement vectors for a nearly uniform chain, evaluate \(W_j=|\sum_ne_ne^{2ik_Fn}|^2\) using the longitudinal components. This identifies the likely active modes before any transport calculation; to rank modes of similar \(W_j\), compare \(\ell_j^2W_j\). For quantitative steps, use the trace (3) with the actual coupling matrix, since end bonds and contacts may differ from the uniform model.

3. **Use the step to estimate the coupling.** If one mode is resolved and its shape and frequency are known, equation (5) gives

\[
\left|\frac{\alpha}{t}\right|\approx
\frac{1}{2\ell_j}\sqrt{\frac{|\Delta G_j|/G_0}{W_j(2k_F)}} .
\]

With the half-filled example this is \(\sqrt{0.0208/6.32}/(2\times0.02871)=1.0\) Å\(^{-1}\), the input value. The estimate inherits the assumptions of zero temperature, unexcited vibrations and uniform bonds.

4. **Treat an unexpected transverse signal as a diagnostic.** Within this theory, a first-order transverse step requires a broken mirror symmetry or another open channel. Check the chain geometry and the channel symmetries before assigning the step to a longitudinal mode of similar energy.

## Calculated quantities

```
hopping t = 1.0 eV
coupling alpha = 1.0 eV/angstrom
mass = 200 u
spring constant = 2.0 eV/angstrom^2
lattice spacing = 2.5 angstrom
vibrating atoms N = 7
G0 = 77.481 microsiemens
mode: q/pi, quantum (meV), zero-point length (angstrom)
 1: 0.125  2.523  0.06436
 2: 0.250  4.948  0.04596
 3: 0.375  7.184  0.03814
 4: 0.500  9.143  0.03381
 5: 0.625  10.752  0.03118
 6: 0.750  11.947  0.02958
 7: 0.875  12.682  0.02871
mode: step (% of G0) at kF=pi/2, at kF=pi/3
 1: -0.0164  -0.0075
 2: 0.0000  -0.0544
 3: -0.0649  -0.0398
 4: -0.0000  -0.3429
 5: -0.2177  -1.5070
 6: 0.0000  -0.7648
 7: -2.0826  -0.0168
2kF/pi for the two fillings: 1.000, 0.667
top mode step, kF=pi/2 = -1.614 microsiemens
same from current slope = -2.0826 % of G0
mode 5, kF=pi/3, current slope = -1.5070 % of G0
current change at 0.7 threshold = 0.0000 nA
current change at 1.5 threshold = -10.2322 nA
golden-rule value there = -10.2322 nA
all-order backward emission = 2.0009 %
all-order forward emission = 0.000000 %
all-order/golden ratio, M times 0.1: 0.999594
T perfect, with 1 eV barrier: 1.0000, 0.7963
dT/dx perfect = 0.00000 per eV
dT/dx with barrier = 2.6345 per eV
largest transverse step, straight = 0.00000 % of G0
zigzag height = 1.0 angstrom
largest transverse |step element|, zigzag, kF=pi/3 = 0.1037 %
N=31: least share within 1.5 mode spacings = 0.777
half filling, top mode: N, |step| (% of G0), W, W/N
 3: 1.0197  2.9142  0.9714
 7: 2.0826  6.3185  0.9026
 15: 4.1858  12.8859  0.8591
 31: 8.3817  25.8966  0.8354
long-chain share 8/pi^2 = 0.8106
```
